# Spin-Transfer Torque Does Not Require Spin-Flip Scattering

Let a magnetic layer have its majority-spin direction along \(z\), and let an electron arrive with its spin along \(x\):
\[
|{\rm in}\rangle=\frac{|\!\uparrow\rangle+|\!\downarrow\rangle}{\sqrt2}.
\]
Suppose that the layer transmits both components completely but delays one relative to the other by half a cycle. The electron leaves as
\[
|{\rm out}\rangle=\frac{|\!\uparrow\rangle-|\!\downarrow\rangle}{\sqrt2},
\]
which is a spin along \(-x\). The probabilities of up and down are still one half each, and no up component has become down. Yet the electron's angular momentum along \(x\) has changed from \(+\hbar/2\) to \(-\hbar/2\). If exchange with the layer is the sole cause, the layer has gained \(\hbar\) along \(x\).

## The belief and its appeal

The belief is that a current can exert a torque on a magnet only if its electrons undergo spin-flip scattering. The argument runs as follows. Angular momentum is conserved, so the magnet gains what the electron loses. An electron loses spin by flipping. Flips need spin-orbit coupling or some other spin-mixing scatterer, so without these there is no torque.

For the spin component along the magnetization this is sound: that component changes only through flips between up and down. But a torque that turns the magnetization is perpendicular to it. The transverse spin is not a difference of two populations. It is a coherence between up and down, and it can change while both populations stay fixed.

## The spin balance

Take motion along \(x\) and
\[
H=\frac{p^2}{2m_e}+U(x)-\frac{\Delta(x)}2\,\mathbf m\cdot\boldsymbol\sigma .
\]
The unit vector \(\mathbf m\) is the majority-spin direction, uniform and classical, and \(\Delta\) is the exchange splitting. There is no spin-orbit coupling. Define
\[
\mathbf s=\frac\hbar2\psi^\dagger\boldsymbol\sigma\psi,\qquad
\mathbf Q=\frac{\hbar^2}{4m_ei}\left[\psi^\dagger\boldsymbol\sigma\psi'-\psi'^\dagger\boldsymbol\sigma\psi\right],
\]
the spin density and the spin current. In \(\partial_t\mathbf s\), insert \(i\hbar\,\partial_t\psi=H\psi\). The kinetic term gives \(-\partial_x\mathbf Q\), and \(U\) cancels. The exchange term gives
\[
\frac\hbar2\,\frac{1}{i\hbar}\left(-\frac\Delta2\right)\psi^\dagger[\boldsymbol\sigma,\mathbf m\cdot\boldsymbol\sigma]\psi
=-\frac{\Delta}{\hbar}\,\mathbf m\times\mathbf s,
\]
because \([\boldsymbol\sigma,\mathbf m\cdot\boldsymbol\sigma]=2i\,\mathbf m\times\boldsymbol\sigma\). Hence
\[
\partial_t\mathbf s+\partial_x\mathbf Q=\frac\Delta\hbar\,\mathbf s\times\mathbf m .
\]

The reaction on the magnet follows from the exchange energy density \(\varepsilon=-(\Delta/\hbar)\,\mathbf m\cdot\mathbf s\). Its torque density on the magnet is \(\mathbf m\times(-\partial\varepsilon/\partial\mathbf m)=(\Delta/\hbar)\,\mathbf m\times\mathbf s\), equal and opposite to the torque on the electrons. In a steady state, integration across the layer gives the torque per area
\[
\frac\Delta\hbar\int\mathbf m\times\mathbf s\,dx=\mathbf Q_{\rm left}-\mathbf Q_{\rm right}.
\]
It is perpendicular to \(\mathbf m\).

## What scattering does to the coherence

Choose \(z\) along \(\mathbf m\). An incident spin direction \(\mathbf n\) with polar angle \(\theta\) and azimuth \(\varphi\) has amplitudes \(a=\cos(\theta/2)\) and \(b=\sin(\theta/2)e^{i\varphi}\). Since \(H\) commutes with \(\sigma_z\), each component scatters separately, with amplitudes \(r_\uparrow,t_\uparrow\) or \(r_\downarrow,t_\downarrow\). The same nonmagnetic metal, with wavenumber \(k\), lies on both sides.

The only nonzero element of \(\sigma_x+i\sigma_y\) is a 2 linking \(\uparrow\) to \(\downarrow\), so
\[
Q_\perp\equiv Q_x+iQ_y=\frac{\hbar^2}{2m_ei}\left(\psi_\uparrow^*\psi_\downarrow'-\psi_\uparrow'^*\psi_\downarrow\right).
\]
On the left, \(\psi_\uparrow=a(e^{ikx}+r_\uparrow e^{-ikx})\), and \(\psi_\downarrow\) has the same form with \(b\) and \(r_\downarrow\). The bracket is \(ik\,a^*b\) times the sum of
\[
1-r_\downarrow e^{-2ikx}+r_\uparrow^*e^{2ikx}-r_\uparrow^*r_\downarrow
\]
and
\[
1+r_\downarrow e^{-2ikx}-r_\uparrow^*e^{2ikx}-r_\uparrow^*r_\downarrow .
\]
The oscillating terms cancel. With \(v=\hbar k/m_e\), the left side carries \(\hbar v\,a^*b(1-r_\uparrow^*r_\downarrow)\). The right side, with a transmitted wave only, carries \(\hbar v\,a^*b\,t_\uparrow^*t_\downarrow\). The incident flux is \(v\), and \(a^*b=\tfrac12\sin\theta\,e^{i\varphi}\). The transfer per incident electron is therefore
\[
T_\perp=\frac\hbar2\sin\theta\,e^{i\varphi}\,\eta,\qquad
\eta=1-r_\uparrow^*r_\downarrow-t_\uparrow^*t_\downarrow .
\]
The complex number \(\sin\theta\,e^{i\varphi}\) stands for the transverse part of \(\mathbf n\), which is \(\mathbf m\times(\mathbf n\times\mathbf m)\). Multiplication by \(i\) turns it by \(90^\circ\) about \(\mathbf m\), into \(\mathbf m\times\mathbf n\). Thus
\[
\mathbf T=\frac\hbar2\left[{\rm Re}\,\eta\;\mathbf m\times(\mathbf n\times\mathbf m)+{\rm Im}\,\eta\;\mathbf m\times\mathbf n\right].
\]

Flux conservation, \(|r_s|^2+|t_s|^2=1\) for each spin \(s\), gives
\[
|r_\uparrow-r_\downarrow|^2+|t_\uparrow-t_\downarrow|^2
=2-2\,{\rm Re}(r_\uparrow^*r_\downarrow+t_\uparrow^*t_\downarrow)=2\,{\rm Re}\,\eta .
\]
So \({\rm Re}\,\eta\ge0\), and it vanishes only if the two spins scatter identically. Then \(\eta=1-|r|^2-|t|^2=0\) altogether: scattering that ignores spin, in both reflection and transmission, gives no torque.

Two mechanisms are contained here. If \(\phi\) is the phase between \(t_\uparrow\) and \(t_\downarrow\),
\[
|t_\uparrow-t_\downarrow|^2=(|t_\uparrow|-|t_\downarrow|)^2+2|t_\uparrow t_\downarrow|(1-\cos\phi),
\]
and likewise for reflection. The first term is filtering, from unequal moduli; the second is rotation, from unequal phases. The opening case is pure rotation, with \(\eta=2\). An ideal filter transmits all of \(\uparrow\) and reflects all of \(\downarrow\), so \(\eta=1\). Each outgoing beam is then polarized along \(\pm\mathbf m\), and neither carries transverse spin.

## Which axis does a flip refer to?

Along \(\mathbf m\), the flip probability is zero. Along \(\mathbf n\) it is not. The transmission operator is \(t_\uparrow P_\uparrow+t_\downarrow P_\downarrow\), with \(P_{\uparrow,\downarrow}=(1\pm\mathbf m\cdot\boldsymbol\sigma)/2\). Between the orthogonal states \(|\mathbf n\rangle\) and \(|{-\mathbf n}\rangle\) the unit matrix drops out, leaving \(\tfrac12(t_\uparrow-t_\downarrow)\langle-\mathbf n|\mathbf m\cdot\boldsymbol\sigma|\mathbf n\rangle\). Because \((\mathbf m\cdot\boldsymbol\sigma)^2=1\), the squared modulus of this matrix element is \(1-\cos^2\theta=\sin^2\theta\). Adding reflection,
\[
P_{\mathbf n\to-\mathbf n}=\frac{\sin^2\theta}4\left(|t_\uparrow-t_\downarrow|^2+|r_\uparrow-r_\downarrow|^2\right)=\frac{\sin^2\theta}2\,{\rm Re}\,\eta .
\]
Each such flip removes \(\hbar\) along \(\mathbf n\), and indeed \(\mathbf n\cdot\mathbf T=\hbar P_{\mathbf n\to-\mathbf n}\). These flips are the same filtering and rotation described along another axis, not an additional scattering process.

## A layer in numbers

For a uniform layer of thickness \(d\), the inner wavenumbers are \(p_{\uparrow,\downarrow}=\sqrt{2m_e(E-U\pm\Delta/2)}/\hbar\). Take one spin and write \(\tau=te^{ikd}\), so that \(\psi(d)=\tau\) and \(\psi'(d)=ik\tau\). Carrying the wave back to \(x=0\) gives
\[
1+r=\tau\left(\cos pd-\frac{ik}{p}\sin pd\right),\qquad
1-r=\tau\left(\cos pd-\frac{ip}{k}\sin pd\right).
\]
Their sum and difference yield
\[
\tau=\left[\cos pd-\frac i2\left(\frac kp+\frac pk\right)\sin pd\right]^{-1},\qquad
r=\frac i2\left(\frac pk-\frac kp\right)\tau\sin pd .
\]

Take the round values \(U=1\) eV, \(\Delta=4\) eV, \(d=6\) Å and \(\theta=60^\circ\). At \(E=5\) eV both spins propagate, with \(|t_\uparrow|^2=0.9926\), \(|t_\downarrow|^2=0.8359\) and a relative phase of \(179.5^\circ\). This is close to the opening case. Treating the phase as \(180^\circ\), the transmission part of \({\rm Re}\,\eta\) is
\[
\tfrac12(0.9963+0.9143)^2=1.825 .
\]
Reflection adds 0.121, so \({\rm Re}\,\eta=1.946\), while \({\rm Im}\,\eta=-0.009\). Rotation supplies 1.892 of the real part and filtering 0.054. The torque is \(0.866\times1.946=1.685\) in units of \(\hbar/2\) per electron, with no flips along \(\mathbf m\). Along \(\mathbf n\) the flip probability is \(\tfrac12\times0.75\times1.946=0.730\).

For a fully polarized incident beam equivalent to \(j=10^7\) A/cm², the electron flux is \(j/e\), and the torque per area is \((\hbar/2)(j/e)\times1.685=0.0555\) erg/cm². Here \(j\) counts incident electrons; the net current is smaller because some are reflected. This figure is for normal incidence at a thickness near half a precession period, close to the largest value possible. At \(d\approx11.8\) Å, near a full period, \(|\eta|\) falls to about 0.1. Averaging over directions of incidence, with the weight given in the next section, gives \(\eta=1.21-0.34i\) at 6 Å and values near 1 for thicker layers.

At \(E=2.5\) eV the minority wave is evanescent, since its band begins at \(U+\Delta/2=3\) eV. The layer reflects 97% of minority electrons and transmits 99% of majority electrons. Now \(\eta=0.922-0.241i\), and filtering supplies 0.747 of the real part against 0.175 from rotation.

Both cases were tested by integrating the coupled wave equation in a spin basis not aligned with \(\mathbf m\). The space integral of the exchange torque agreed with the formula for \(\mathbf T\) to within \(2\times10^{-5}\), in units of \(\hbar/2\) per electron. The values appear in the numerical output below.

## Reflection at a single interface

Spin-dependent reflection needs a careful statement. Let the magnet fill \(x>0\), with wavenumbers \(k_\uparrow,k_\downarrow\). Matching \(\psi\) and \(\psi'\) gives \(r_s=(k-k_s)/(k+k_s)\) and \(t_s=2k/(k+k_s)\). Inside, relative to the incident transverse current,
\[
\frac{Q_\perp(x)}{Q_\perp^{\rm in}}=\frac{k_\downarrow+k_\uparrow^*}{2k}\,t_\uparrow^*t_\downarrow\,e^{i(k_\downarrow-k_\uparrow^*)x}.
\]
Just outside, the ratio is
\[
1-r_\uparrow^*r_\downarrow=\frac{2k(k_\uparrow^*+k_\downarrow)}{(k+k_\uparrow^*)(k+k_\downarrow)},
\]
which equals the inside value at \(x=0\). A sharp step therefore absorbs nothing in its own plane. Reflection sets how much transverse current enters, and the torque acts inside, where the spin precesses.

For one direction of incidence with real wavenumbers, the precession continues with period \(2\pi/\delta\), where \(\delta=k_\uparrow-k_\downarrow\). At 5 eV this is 11.85 Å. For such directions, lasting absorption comes from averaging over the angle of incidence; where the minority wave is evanescent, the transverse current decays without any averaging. An in-plane wavevector \(q\) is conserved, and every wavenumber is replaced by its normal component, \(\sqrt{k_s^2-q^2}\) for example. Since \(v_x\,dk_x=dE/\hbar\) at fixed \(q\), equal areas of \(q\)-space carry equal incident flux, and the average is \((2/k_F^2)\int_0^{k_F}q\,dq\). Near \(q=0\), the normal wavenumbers differ by
\[
\delta+\frac{q^2}2\left(\frac1{k_\downarrow}-\frac1{k_\uparrow}\right)=\delta+\frac{q^2}2\,\frac{\delta}{k_\uparrow k_\downarrow}.
\]
With \(y=q^2/2\), the end point \(y=0\) of the oscillating integral gives the leading term at large \(x\):
\[
\frac{Q_\perp(x)}{Q_\perp^{\rm in}}\simeq\frac{2\tau_0}{k_F^2}\,\frac{k_\uparrow k_\downarrow}{i\delta x}\,e^{-i\delta x},
\]
where \(\tau_0\) is the entering fraction at \(q=0\). For \(k_\downarrow<k_F<k_\uparrow\), as here, the other special point is \(q=k_\downarrow\). There \(q\,dq=-p\,dp\) in terms of the normal minority wavenumber \(p\), while the phase is linear in \(p\), so the propagating side gives a term proportional to \(\int_0 p\,e^{ipx}dp\to-1/x^2\). On the evanescent side \(p=i\kappa\) and \(q\,dq=\kappa\,d\kappa\), which gives \(\int_0\kappa\,e^{-\kappa x}d\kappa\to+1/x^2\) with the same prefactor. The two terms cancel, and nothing from this point competes with \(1/x\). At the end point \(q=k_F\) the minority wave is evanescent, so the contribution is exponentially small.

With \(k_F=1.1456\), \(k_\uparrow=1.2549\), \(k_\downarrow=0.7245\) Å⁻¹ and \(\tau_0=1.010\), the modulus at 100 Å is
\[
\frac{2\times1.010\times1.2549\times0.7245}{1.1456^2\times0.5304\times100}=0.0264 .
\]
The full average gives 0.0263. It is 0.224 at 10 Å and 0.086 at 30 Å. The fraction finally absorbed, \(1-\langle r_\uparrow^*r_\downarrow\rangle\), is \(0.972-0.075i\). Directions with \(q>k_\downarrow\) carry \(1-k_\downarrow^2/k_F^2=60\%\) of the incident flux here and supply \(0.563-0.075i\) of this fraction by evanescent decay alone; dephasing accounts for the remaining 0.409. No disorder and no spin flips are involved. These lengths and fractions belong to free-electron bands; a real interface needs its own Fermi surfaces.

## A magnet that is itself quantum

One objection remains: a classical \(\mathbf m\) might hide flips of the magnet. Replace it by a spin \(S\), initially \(|S,S\rangle\), and let the electron scatter from \((\hbar^2k/m_e)\,\delta(x)K\) with \(K=u-w\,\boldsymbol\sigma\cdot\mathbf S/S\), where \(\mathbf S\) is in units of \(\hbar\). Continuity gives \(r=t-1\), and the slope jump \(ik(2t-2)=2kKt\) gives \(t=(1+iK)^{-1}\). Total spin is conserved, so \(t\) takes a value \(t_\pm\) for each \(J=S\pm\tfrac12\).

The state \(|\!\uparrow\rangle|S,S\rangle\) cannot flip. Lowering it gives the \(J=S+\tfrac12\) combination \((|\!\downarrow\rangle|S,S\rangle+\sqrt{2S}\,|\!\uparrow\rangle|S,S-1\rangle)/\sqrt{2S+1}\); the orthogonal combination has \(J=S-\tfrac12\). The amplitude for \(|\!\downarrow\rangle|S,S\rangle\to|\!\uparrow\rangle|S,S-1\rangle\) is therefore
\[
\frac{\sqrt{2S}}{2S+1}(t_+-t_-).
\]
For large \(S\), \(t_\pm\to t_{\uparrow,\downarrow}\). With reflection included, the flip probability tends to \(\sin^2(\theta/2)\,{\rm Re}\,\eta/S\), which vanishes as \(S\) grows.

The transverse transfer does not vanish. The operator \(S_x+iS_y\) links \(|S,S-1\rangle\) to \(|S,S\rangle\) with element \(\sqrt{2S}\), which offsets the small amplitude:
\[
\langle S_x+iS_y\rangle\to a^*b\left[t_\uparrow^*(t_\uparrow-t_\downarrow)+r_\uparrow^*(r_\uparrow-r_\downarrow)\right]=a^*b\,\eta .
\]
This is the classical \(T_\perp/\hbar\). For \(u=0.5\), \(w=0.8\), \(\theta=60^\circ\), \(\varphi=0\) and \(S=160\), the magnet gains 0.377 and 0.143 \(\hbar\) along \(x\) and \(y\), against classical values of 0.378 and 0.144. The flip probability is 0.0014. The magnet's whole transverse gain is the interference of this small flip amplitude with the unflipped one: if only \(\sigma_zS_z\) is kept in \(\boldsymbol\sigma\cdot\mathbf S\), the magnet stays in \(|S,S\rangle\) and gains nothing. The flip term of the exchange is thus what carries the transfer, but the probability of a flip falls as \(1/S\) while the transfer stays finite. This exchange flip conserves the total spin and needs no spin-orbit coupling.

If spin-orbit coupling is present, \(H\) need not commute with \(\mathbf m\cdot\boldsymbol\sigma\), and its commutator with \(\boldsymbol\sigma\) adds a term to the spin balance. The spin lost by the electrons then need not equal the exchange torque on the magnet. Spin-orbit coupling can thus alter the torque, but the torque derived here exists without it.

## Computed values

```
hbar^2/(2 m_e) = 3.80998 eV A^2
U = 1.0 eV, Delta = 4.0 eV, d = 6.0 A, theta = 60 deg
-- layer, E = 5.0 eV
|r_up|^2 = 0.0074, |r_dn|^2 = 0.1641
|t_up|^2 = 0.9926, |t_dn|^2 = 0.8359
phase(t_dn/t_up) = 179.5 deg
Re eta = 1.9458, Im eta = -0.0089
reflection part = 0.1207, transmission part = 1.8251
filter part = 0.0542, rotation part = 1.8916
flip probability along n = 0.7297
flip probability along m below 1e-14: True
torque size = 1.6851 hbar/2 per electron
torque per area at 1e+07 A/cm^2 = 0.0555 erg/cm^2
-- layer, E = 2.5 eV
|r_up|^2 = 0.0073, |r_dn|^2 = 0.9713
|t_up|^2 = 0.9927, |t_dn|^2 = 0.0287
phase(t_dn/t_up) = 71.9 deg
Re eta = 0.9216, Im eta = -0.2405
reflection part = 0.4632, transmission part = 0.4584
filter part = 0.7470, rotation part = 0.1745
flip probability along n = 0.3456
flip probability along m below 1e-14: True
torque size = 0.8248 hbar/2 per electron
torque per area at 1e+07 A/cm^2 = 0.0271 erg/cm^2
control U = 3 eV, Delta = 0: reflection = 0.1641, spin lost below 1e-8: True
-- half-infinite magnet, E = 5.0 eV
k_F = 1.1456, k_up = 1.2549, k_dn = 0.7245 1/A
precession length 2 pi/(k_up - k_dn) = 11.85 A
normal incidence: r_up = -0.0455, r_dn = 0.2251, entering = 1.0103
averaged entering (= finally absorbed) fraction: Re = 0.9716, Im = -0.0751
transverse current left at 10 A: 0.22443 of incident
transverse current left at 30 A: 0.08566 of incident
transverse current left at 100 A: 0.02632 of incident
transverse current left at 800 A: 0.00330 of incident
relative error of 1/x law: 0.0308 at 200 A, 0.0077 at 800 A
-- quantum magnet, u = 0.5, w = 0.8 (dimensionless)
classical limit: dSx = 0.3781, dSy = 0.1441 hbar
S = 10: dSx = 0.3677, dSy = 0.1282 hbar, flip probability along m = 0.02022
S = 40: dSx = 0.3755, dSy = 0.1400 hbar, flip probability along m = 0.00535
S = 160: dSx = 0.3774, dSy = 0.1431 hbar, flip probability along m = 0.00136
S times flip probability at S = 160: 0.2172, predicted limit 0.2183
```
